# Smearing errors of E, F and (E+F)/2 in free-electron-like metals: test program

```python
# Result under test: for N = 1 electron in a band g(e) = 1.5 sqrt(e)/eF^1.5 with
# Fermi-Dirac smearing sigma = kT, at fixed N and small sigma/eF:
#   E - E0       = +pi^2 sigma^2/(4 eF)       (band energy)
#   F - E0       = -pi^2 sigma^2/(4 eF)       (free energy F = E - sigma S)
#   (E+F)/2 - E0 = -pi^4 sigma^4/(80 eF^3)    (quadratic error cancelled)
# S: dimensionless entropy, mu: chemical potential, E0: energy at sigma = 0.
# Energies are in eV; x = V/V0 is the relative cell volume.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, entr

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10   # angstrom
pi = np.pi


def thermo(levels, weights, sigma, mu_top):
    """E, F, S, mu for one electron, straight from the occupations."""
    def excess(mu):
        return weights @ expit((mu - levels) / sigma) - 1.0
    mu = brentq(excess, 0.0, mu_top, xtol=1e-14, rtol=1e-14)
    z = (levels - mu) / sigma
    energy = weights @ (levels * expit(-z))
    entropy = weights @ (entr(expit(-z)) + entr(expit(z)))
    return energy, energy - sigma * entropy, entropy, mu


def band(fermi, sigma, power=0.5):
    """Quadrature for g(e) proportional to e^power, with e = q^2."""
    h = 0.001
    q = np.arange(h, np.sqrt(fermi + 45 * sigma), h)
    norm = (power + 1) / fermi ** (power + 1)
    weights = norm * q ** (2 * power) * 2 * q * h
    return thermo(q ** 2, weights, sigma, fermi + 10 * sigma)


# Model metal: one electron per simple cubic cell
rs = 4.0
eF = (9 * pi / 4) ** (2 / 3) / (2 * rs ** 2) * HARTREE
E0 = 0.6 * eF
edge_bohr = (4 * pi / 3) ** (1 / 3) * rs
edge = edge_bohr * BOHR
print(f"r_s = {rs:.1f} bohr")
print(f"Fermi energy = {eF:.4f} eV")
print(f"E0 per electron = {E0:.4f} eV")
print(f"g(eF) = {1.5 / eF:.4f} states/eV per electron")
print(f"cell edge = {edge:.4f} angstrom")

# Moments of -df/du that enter the low-temperature expansion
for n, value in ((2, pi ** 2 / 3), (4, 7 * pi ** 4 / 15)):
    moment = 2 * quad(lambda u: u ** n * expit(u) * expit(-u), 0, 60,
                      epsabs=1e-11, limit=200)[0]
    assert abs(moment / value - 1) < 1e-8
    print(f"moment <u^{n}> = {moment:.5f}")

# Quadratic laws, quartic remainder and chemical potential
for sigma in (0.05, 0.10, 0.20):
    t = sigma / eF
    E, F, S, mu = band(eF, sigma)
    quadratic = pi ** 2 * sigma ** 2 / (4 * eF)
    quartic = -pi ** 4 * sigma ** 4 / (80 * eF ** 3)
    rest = (E + F) / 2 - E0
    # tolerances scale as t^2, the relative size of the next order
    assert abs((E - E0) / quadratic - 1) < 2 * t ** 2
    assert abs((F - E0) / -quadratic - 1) < 2 * t ** 2
    assert abs(rest / quartic - 1) < 10 * t ** 2
    assert abs((mu - eF) / (-pi ** 2 * sigma ** 2 / (12 * eF)) - 1) < 2 * t ** 2
    step = 1e-3
    slope = (band(eF, sigma + step)[1] - band(eF, sigma - step)[1]) / (2 * step)
    assert abs(S + slope) < 1e-6
    print(f"sigma = {sigma:.2f} eV: S = {S:.5f}, mu-eF = {mu - eF:.6f} eV")
    print(f"  E-E0 = {E - E0:.6f} eV, F-E0 = {F - E0:.6f} eV")
    print(f"  quadratic law = +/-{quadratic:.6f} eV")
    print(f"  (E+F)/2-E0 = {rest:.3e} eV, quartic law = {quartic:.3e} eV")
    print(f"  E-F = {E - F:.6f} eV, half of it = {(E - F) / 2:.6f} eV")

# General quartic coefficient on another band: g = 3 e^2, eF = 1
sigma2 = 0.02
g, g1, g2 = 3.0, 6.0, 6.0
a4_general = pi ** 4 * (g1 ** 2 / (72 * g) - 7 * g2 / 360)
E, F, S, mu = band(1.0, sigma2, power=2)
rest2 = (E + F) / 2 - 0.75
assert abs(rest2 / (-a4_general * sigma2 ** 4) - 1) < 10 * sigma2 ** 2
print(f"band g=3e^2, eF=1 eV, sigma={sigma2:.2f} eV: (E+F)/2-E0 = {rest2:.3e} eV")
print(f"  general quartic law = {-a4_general * sigma2 ** 4:.3e} eV")

# Propagation at one smearing width
sigma = 0.10
t = sigma / eF
delta = pi ** 2 * sigma ** 2 / (4 * eF)
a4 = pi ** 4 / (80 * eF ** 3)
E, F, S, mu = band(eF, sigma)
average_bulk = (E + F) / 2
Ec, Fc, Sc, muc = band(eF * 0.9 ** (-2 / 3), sigma)
change = (Ec - Fc) - (E - F)
change_law = 2 * delta * (0.9 ** (2 / 3) - 1)
assert abs(change / change_law - 1) < 5 * t ** 2
print(f"All below: sigma = {sigma:.2f} eV")
print(f"compression to 0.9 V0: band energy change from E = {Ec - E:.6f} eV")
print(f"  same from F = {Fc - F:.6f} eV")
print(f"  mismatch E minus F = {change:.6f} eV, law = {change_law:.6f} eV")
print(f"  mixed (E at 0.9 V0, F at V0) = {Ec - F:.6f} eV")

# Equilibrium volume with the model attraction -2 K x^(-1/3), K = E0
K = E0


def total(x, share_E):
    """share_E = 1 gives E, 0 gives F, 0.5 gives the average."""
    e, f, _, _ = band(eF * x ** (-2 / 3), sigma)
    return share_E * e + (1 - share_E) * f - 2 * K * x ** (-1 / 3)


def volume_slope(x, share_E):
    h = 2e-3
    near = total(x + h, share_E) - total(x - h, share_E)
    far = total(x + 2 * h, share_E) - total(x - 2 * h, share_E)
    return (8 * near - far) / (12 * h)


x_min = {}
for name, share in (("E", 1.0), ("F", 0.0), ("(E+F)/2", 0.5)):
    x_min[name] = brentq(volume_slope, 0.9, 1.1, args=(share,), xtol=1e-12)
    length = x_min[name] ** (1 / 3)
    print(f"minimum of {name}: V/V0-1 = {x_min[name] - 1:.3e}, "
          f"edge = {length * edge:.5f} angstrom")
for name, sign in (("E", -1), ("F", 1)):
    shift = x_min[name] ** (1 / 3) - 1
    # next order in the shift is a few times delta/K
    assert abs(shift / (sign * delta / K) - 1) < 8 * delta / K
average_shift_law = 9 * a4 * sigma ** 4 / K
assert abs((x_min["(E+F)/2"] - 1) / average_shift_law - 1) < 0.05
edge_gap = (x_min["F"] ** (1 / 3) - x_min["E"] ** (1 / 3)) * edge
print(f"linear law |da/a| = {delta / K:.5f}")
print(f"volume-shift law for the average = {average_shift_law:.3e}")
print(f"edge mismatch F minus E = {edge_gap:.5f} angstrom")

# Largest smearing for a chosen energy error
target = 1e-3
s_E = brentq(lambda s: band(eF, s)[0] - E0 - target, 0.01, 0.2)
s_avg = brentq(lambda s: sum(band(eF, s)[:2]) / 2 - E0 + target, 0.2, 0.6)
s_E_law = np.sqrt(4 * eF * target) / pi
s_avg_law = (target / a4) ** 0.25
assert abs(s_E / s_E_law - 1) < 0.01
assert abs(s_avg / s_avg_law - 1) < 0.10   # sigma/eF is no longer very small
print(f"error {target:.3f} eV: sigma for E = {s_E:.4f} eV, law {s_E_law:.4f} eV")
print(f"  sigma for (E+F)/2 = {s_avg:.4f} eV, law {s_avg_law:.4f} eV")


# Explicit plane-wave sums on an M x M x M mesh of k-points
def mesh_average(M):
    unit = 0.5 * (2 * pi / (M * edge_bohr)) ** 2 * HARTREE
    n_max = int(np.ceil(np.sqrt((eF + 45 * sigma) / unit)))
    sq = np.arange(-n_max, n_max + 1) ** 2
    norms = sq[:, None, None] + sq[None, :, None] + sq[None, None, :]
    counts = np.bincount(norms.ravel())
    levels = unit * np.arange(counts.size)
    e, f, _, _ = thermo(levels, 2 * counts / M ** 3, sigma, eF + 10 * sigma)
    return (e + f) / 2


mesh_error = {}
for M in (8, 10, 12, 20, 40, 80):
    mesh_error[M] = mesh_average(M) - average_bulk
    print(f"k-mesh M = {M}: sampling error of (E+F)/2 = {mesh_error[M]:.2e} eV")
assert max(abs(mesh_error[M]) for M in (8, 10, 12)) > 10 * a4 * sigma ** 4
assert abs(mesh_error[80]) < 1e-7

print("all good")
```

Printed output:

```
r_s = 4.0 bohr
Fermi energy = 3.1320 eV
E0 per electron = 1.8792 eV
g(eF) = 0.4789 states/eV per electron
cell edge = 3.4121 angstrom
moment <u^2> = 3.28987
moment <u^4> = 45.45758
sigma = 0.05 eV: S = 0.07876, mu-eF = -0.000657 eV
  E-E0 = 0.001969 eV, F-E0 = -0.001969 eV
  quadratic law = +/-0.001970 eV
  (E+F)/2-E0 = -2.481e-07 eV, quartic law = -2.477e-07 eV
  E-F = 0.003938 eV, half of it = 0.001969 eV
sigma = 0.10 eV: S = 0.15740, mu-eF = -0.002630 eV
  E-E0 = 0.007866 eV, F-E0 = -0.007874 eV
  quadratic law = +/-0.007878 eV
  (E+F)/2-E0 = -3.990e-06 eV, quartic law = -3.963e-06 eV
  E-F = 0.015740 eV, half of it = 0.007870 eV
sigma = 0.20 eV: S = 0.31383, mu-eF = -0.010570 eV
  E-E0 = 0.031317 eV, F-E0 = -0.031448 eV
  quadratic law = +/-0.031512 eV
  (E+F)/2-E0 = -6.526e-05 eV, quartic law = -6.341e-05 eV
  E-F = 0.062765 eV, half of it = 0.031383 eV
band g=3e^2, eF=1 eV, sigma=0.02 eV: (E+F)/2-E0 = -7.770e-07 eV
  general quartic law = -7.793e-07 eV
All below: sigma = 0.10 eV
compression to 0.9 V0: band energy change from E = 0.136210 eV
  same from F = 0.137276 eV
  mismatch E minus F = -0.001066 eV, law = -0.001069 eV
  mixed (E at 0.9 V0, F at V0) = 0.151950 eV
minimum of E: V/V0-1 = -1.227e-02, edge = 3.39811 angstrom
minimum of F: V/V0-1 = 1.283e-02, edge = 3.42664 angstrom
minimum of (E+F)/2: V/V0-1 = 1.920e-05, edge = 3.41214 angstrom
linear law |da/a| = 0.00419
volume-shift law for the average = 1.898e-05
edge mismatch F minus E = 0.02853 angstrom
error 0.001 eV: sigma for E = 0.0356 eV, law 0.0356 eV
  sigma for (E+F)/2 = 0.3858 eV, law 0.3986 eV
k-mesh M = 8: sampling error of (E+F)/2 = -7.99e-03 eV
k-mesh M = 10: sampling error of (E+F)/2 = -5.18e-04 eV
k-mesh M = 12: sampling error of (E+F)/2 = 2.77e-04 eV
k-mesh M = 20: sampling error of (E+F)/2 = -2.29e-04 eV
k-mesh M = 40: sampling error of (E+F)/2 = -5.61e-06 eV
k-mesh M = 80: sampling error of (E+F)/2 = 2.25e-09 eV
all good
```
